# The Bir–Pikus strain Hamiltonian and valence splitting under uniaxial stress

In many cubic semiconductors the highest valence states at $\mathbf k=0$ form a fourfold level. It arises from three p-like orbital states $X,Y,Z$, which spin-orbit coupling splits into a quartet with $J=3/2$ (called $\Gamma_8$) and a doublet with $J=1/2$, lower by an energy $\Delta$. This problem finds how a small homogeneous strain acts on the quartet.

The point group is $T_d$ or $O_h$, and $x,y,z$ are the cubic axes. The strain $e_{ij}$ is a symmetric tensor, so $e_{xy}$ is half the engineering shear. Energies are electron energies. Formulas are in Hartree atomic units; the numerical example uses meV and GPa. Angular momenta are in units of $\hbar$, and $\{A,B\}=\tfrac12(AB+BA)$.

## (a) A matrix linear in strain

**Strain moves distant atoms by large distances. Show that its effect on the quartet is nevertheless described by a $4\times4$ matrix linear in $e_{ij}$, and state how this matrix behaves under the symmetries of the unstrained crystal.**

**Solution.** At a fixed point $\mathbf r$ far from the origin, the potentials of the strained and unstrained crystals differ by an amount that is not small. Their periods also differ. Both difficulties disappear in coordinates that move with the lattice,
$$\mathbf r=(1+e)\mathbf r' .$$
The strained potential $V_e(\mathbf r)$, written as $V_e((1+e)\mathbf r')$, has the original period in $\mathbf r'$. To first order,
$$V_e((1+e)\mathbf r')=V(\mathbf r')+\sum_{ij}V_{ij}(\mathbf r')e_{ij}.$$
If the sublattices shift relative to one another under strain, the shift is itself linear in $e$ and is contained in $V_{ij}$.

The chain rule gives $\mathbf p=(1+e)^{-1}\mathbf p'\approx(1-e)\mathbf p'$, so
$$\tfrac12p^2\approx\tfrac12p'^2-\sum_{ij}p'_ip'_je_{ij}.$$
Multiplying the wavefunction by $\sqrt{\det(1+e)}$ preserves its norm, so the change of coordinates is unitary. Dropping primes,
$$H=H_0+\sum_{ij}D_{ij}e_{ij},\qquad D_{ij}=-p_ip_j+V_{ij}+(\text{spin-orbit part}).$$
The perturbation is now periodic and small, and it preserves $\mathbf k=0$. First-order degenerate perturbation theory gives
$$M_{\mu\nu}(e)=\sum_{ij}\langle\mu|D_{ij}|\nu\rangle e_{ij},$$
where $\mu,\nu$ run over the quartet. This requires strain energies much smaller than the distance to every other level at $\mathbf k=0$, and in particular than $\Delta$.

Let $R$ be a point operation and $U$ its matrix in the quartet. Applying $R$ to the crystal with strain $e$ gives the crystal with strain $ReR^T$. Therefore
$$M(ReR^T)=U\,M(e)\,U^\dagger. \tag{1}$$
Inversion leaves $e$ unchanged. An improper operation of $T_d$ acts on the quartet as the corresponding proper rotation times a sign, and the sign cancels in (1). If in $O_h$ the triplet is instead even under inversion and transforms like $yz,zx,xy$, half of the proper rotations also carry such a sign, which cancels in the same way. For both groups it therefore suffices to use the rotations of the cube, with $U=e^{-i\theta\,\mathbf n\cdot\mathbf J}$. Strain is also unchanged by time reversal, so $M(e)$ must be invariant under it.

## (b) Counting the constants

**How many real constants does $M(e)$ contain? Separate what follows from the point group from what follows from time reversal.**

**Solution.** Under the rotations of the cube the six strain components separate into
$$\Gamma_1:\ \mathrm{tr}\,e;\qquad \Gamma_3:\ (2e_{zz}-e_{xx}-e_{yy},\ e_{xx}-e_{yy});\qquad \Gamma_5:\ (e_{yz},e_{zx},e_{xy}).$$

The sixteen independent Hermitian $4\times4$ matrices can be built from products of $J_x,J_y,J_z$. They form tensors of rank 0, 1, 2 and 3, with $1+3+5+7=16$ members. Each rank separates in the cube as the polynomials of the same degree do:

- rank 0 gives $\Gamma_1$;
- rank 1 gives $\Gamma_4$, the representation of $J_x,J_y,J_z$;
- rank 2 gives $\Gamma_3+\Gamma_5$;
- rank 3 gives $\Gamma_2+\Gamma_4+\Gamma_5$, where $\Gamma_2$ is like $xyz$ and $\Gamma_5$ is like $x(y^2-z^2)$ and its cyclic partners.

By (1) and Schur's lemma, each pairing of a strain set with a matrix set of the same representation supplies one constant, which is real because $M$ is Hermitian. There is one pairing for $\Gamma_1$, one for $\Gamma_3$ and two for $\Gamma_5$. The point group thus allows four constants.

The second $\Gamma_5$ pairing multiplies $e_{yz}$ by the symmetrized product $J_x(J_y^2-J_z^2)$, with cyclic partners. Time reversal changes $\mathbf J$ to $-\mathbf J$, so this cubic product changes sign while the strain does not. The term is forbidden, and three constants remain.

## (c) The Hamiltonian and its normalization

**Write the most general $M(e)$. Express its constants through the matrix elements of strain between the orbital states $X,Y,Z$, neglecting the strain dependence of the spin-orbit operator.**

**Solution.** Pairing each strain set with its partner of even degree in $\mathbf J$ gives
$$M=\alpha\,\mathrm{tr}\,e+\beta\sum_i\left(J_i^2-\tfrac13J^2\right)e_{ii}+\gamma\sum_{i<j}\{J_i,J_j\}e_{ij}. \tag{2}$$
The second term contains no $\mathrm{tr}\,e$, because the brackets sum to zero.

Consider now the orbital triplet without spin. Half-turns about the cubic axes change the signs of two coordinates at a time. They allow diagonal strains alone in $\langle X|H|X\rangle$, and $e_{xy}$ alone in $\langle X|H|Y\rangle$. A quarter-turn about $x$ makes $y$ and $z$ equivalent in the former. Hence the strain part obeys
$$\langle X|H|X\rangle=l\,e_{xx}+m(e_{yy}+e_{zz}),\qquad \langle X|H|Y\rangle=n\,e_{xy},$$
and cyclically. The deformation potentials are defined by
$$a=\frac{l+2m}3,\qquad b=\frac{l-m}3,\qquad d=\frac n{\sqrt3}. \tag{3}$$

In the basis $X,Y,Z$ the orbital angular momentum is $(L_i)_{pq}=-i\epsilon_{ipq}$, and
$$(L_iL_j)_{pq}=-\sum_r\epsilon_{ipr}\epsilon_{jrq}=\delta_{ij}\delta_{pq}-\delta_{iq}\delta_{jp}.$$
Two identities follow:
$$|i\rangle\langle i|=1-L_i^2,\qquad |i\rangle\langle j|+|j\rangle\langle i|=-2\{L_i,L_j\}\quad(i\ne j).$$
The strain operator is therefore
$$H_{\rm orb}=m\,\mathrm{tr}\,e+(l-m)\sum_i(1-L_i^2)e_{ii}-2n\sum_{i<j}\{L_i,L_j\}e_{ij}.$$
Since $L^2=2$, we can write $1-L_i^2=\tfrac13-(L_i^2-\tfrac13L^2)$. The constant $\tfrac13$ turns the trace coefficient into $m+(l-m)/3=a$, so
$$H_{\rm orb}=a\,\mathrm{tr}\,e-3b\sum_i\left(L_i^2-\tfrac13L^2\right)e_{ii}-2\sqrt3\,d\sum_{i<j}\{L_i,L_j\}e_{ij}. \tag{4}$$

It remains to project on $J=3/2$. The traceless symmetric products of $\mathbf L$ form a rank-2 tensor. By the Wigner–Eckart theorem, their projections equal a common factor times the same products of $\mathbf J$. The state $M_J=3/2$ has $M_L=1$, which gives $L_z^2-\tfrac23=\tfrac13$ and $J_z^2-\tfrac54=1$. The factor is $\tfrac13$, and
$$\boxed{H=a\,\mathrm{tr}\,e-b\sum_i\left(J_i^2-\tfrac13J^2\right)e_{ii}-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}e_{ij}} \tag{5}$$

This is the Bir–Pikus Hamiltonian of the quartet. Strain-dependent spin-orbit terms would change the relation between $a,b,d$ and $l,m,n$, but not the form (5), which rests on part (b). The constant $a$ has meaning once an energy reference is named, such as another band, because the average potential of an infinite crystal is not fixed.

## (d) Energies for an arbitrary strain

**Find the four eigenvalues of (5). For which relation between $b$ and $d$ do they not depend on the orientation of the strain relative to the crystal?**

**Solution.** Define five matrices:
$$G_1=J_z^2-\tfrac54,\qquad G_2=\frac{J_x^2-J_y^2}{\sqrt3},\qquad G_{ij}=\frac2{\sqrt3}\{J_i,J_j\}.$$
Order the states as $M_J=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. The non-zero elements of $J_+$ are then $\sqrt3,2,\sqrt3$, and those of $J_+^2$ are both $2\sqrt3$. We use
$$J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad \{J_x,J_y\}=\frac{J_+^2-J_-^2}{4i}.$$
The elements of $\{J_z,J_+\}$ are $\sqrt3,0,-\sqrt3$. They determine $\{J_z,J_x\}$ and $\{J_y,J_z\}$ as half the sum with the adjoint, and the difference divided by $2i$.

Let Pauli matrices $\tau$ act between the upper and lower pairs of states, and $\rho$ within each pair. Then
$$G_1=\tau_z\rho_z,\quad G_2=\tau_x,\quad G_{xy}=\tau_y,\quad G_{zx}=\tau_z\rho_x,\quad G_{yz}=\tau_z\rho_y.$$
Each squares to one, and any two different ones anticommute.

The brackets $J_i^2-\tfrac13J^2$ for $i=x,y$ have sum $-G_1$ and difference $\sqrt3\,G_2$. They are therefore $-\tfrac12G_1\pm\tfrac{\sqrt3}2G_2$, and (5) becomes
$$H-a\,\mathrm{tr}\,e=-b\left(e_{zz}-\tfrac{e_{xx}+e_{yy}}2\right)G_1-\tfrac{\sqrt3}2b(e_{xx}-e_{yy})G_2-d\sum_{i<j}e_{ij}G_{ij}.$$
On squaring, the cross terms cancel and a multiple $R^2$ of the unit matrix remains. To simplify its diagonal-strain part, put $p=e_{zz}-e_{xx}$ and $q=e_{zz}-e_{yy}$:
$$\tfrac14(p+q)^2+\tfrac34(q-p)^2=p^2+q^2-pq=\tfrac12\left[p^2+q^2+(p-q)^2\right].$$
Hence
$$R^2=\frac{b^2}2\left[(e_{xx}-e_{yy})^2+(e_{yy}-e_{zz})^2+(e_{zz}-e_{xx})^2\right]+d^2\left(e_{xy}^2+e_{yz}^2+e_{zx}^2\right).$$
The matrix $H-a\,\mathrm{tr}\,e$ has zero trace, so the values $R$ and $-R$ occur equally often:
$$E_\pm=a\,\mathrm{tr}\,e\pm R,\qquad\text{each twice}. \tag{6}$$
The remaining twofold degeneracy is the Kramers degeneracy required by time reversal when $\mathbf k=0$.

For the second question, take $e_{xx}=-e_{yy}=\eta$, which gives $R^2=3b^2\eta^2$. Turning this strain by $45^\circ$ about $z$ gives a pure shear with $|e_{xy}|=\eta$ and $R^2=d^2\eta^2$. Orientation independence therefore requires $d^2=3b^2$. The condition is also sufficient: with it, $R^2=\tfrac32b^2\,\mathrm{tr}(\bar e^{\,2})$, where $\bar e=e-\tfrac13\mathrm{tr}\,e$, and a trace does not change under rotation.

**A check on a strained crystal.** The numerical check diagonalizes a simple-cubic crystal of rigid Gaussian wells with spin-orbit coupling, in a finite plane-wave basis. It follows the lowest odd-parity $J=3/2$ quartet at $\mathbf k=0$. Hydrostatic, tetragonal and trigonal strains give $a=-0.037$, $b=-0.107$ and $d=0.042$ Ha, with $a$ referred to the zero of the Gaussian potential. These values belong to the basis used and are not claimed to be converged in it. The basis keeps the cubic symmetry and time reversal, and the form (5) needs nothing more. These three numbers then predict the response to a strain with all six components non-zero. The predicted energy slopes, $-0.1645$ and $0.1422$ Ha per unit of strain amplitude, agree with those of the strained crystal to the digits shown. By (6) the mean of the two slopes tests $a$, and their difference tests one combination of $b^2$ and $d^2$, but not the signs of $b$ and $d$. The signs come from identifying which pair is $\pm\tfrac12$ under tetragonal and under trigonal strain. Here $b$ and $d$ have opposite signs, so symmetry does not force them to share a sign.

## (e) Stress along [001] and [111]

**A uniaxial stress $T$, positive for tension, acts along [001] or [111]. Find the splitting $\delta=E(\pm\tfrac12)-E(\pm\tfrac32)$, with the angular momentum quantized along the stress. Which pair is on top?**

**Solution.** Hooke's law for a cubic crystal reads
$$\sigma_{xx}=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz}),\qquad \sigma_{xy}=2C_{44}e_{xy},$$
and cyclically. The factor 2 appears because $e_{xy}$ is tensor shear. Adding the three diagonal equations gives $\mathrm{tr}\,e=T/(C_{11}+2C_{12})$ for both directions.

*Stress along [001].* Here $\sigma_{zz}=T$ is the sole non-zero stress component, and $e_{xx}=e_{yy}$. Subtracting the equation for $\sigma_{xx}$ from that for $\sigma_{zz}$,
$$e_{zz}-e_{xx}=\frac T{C_{11}-C_{12}}.$$
There is no shear and the $G_2$ term vanishes, so
$$H=a\,\mathrm{tr}\,e-b(e_{zz}-e_{xx})\left(J_z^2-\tfrac54\right).$$
The last bracket is $+1$ for $M_J=\pm\tfrac32$ and $-1$ for $M_J=\pm\tfrac12$. Therefore
$$\boxed{\delta_{001}=2b(e_{zz}-e_{xx})=\frac{2bT}{C_{11}-C_{12}}} \tag{7}$$

*Stress along [111].* With $\mathbf n=(1,1,1)/\sqrt3$, every component of $\sigma_{ij}=Tn_in_j$ equals $T/3$. The diagonal strains are equal, so the $b$ term vanishes. The three shears share the value
$$e_s=\frac{T/3}{2C_{44}}=\frac T{6C_{44}}.$$
The sum of anticommutators follows from squaring $J_n=(J_x+J_y+J_z)/\sqrt3$:
$$J_n^2=\tfrac13\Big(J^2+2\sum_{i<j}\{J_i,J_j\}\Big)\quad\Rightarrow\quad\sum_{i<j}\{J_i,J_j\}=\tfrac12\left(3J_n^2-\tfrac{15}4\right).$$
This equals $+\tfrac32$ for $M_J=\pm\tfrac32$ and $-\tfrac32$ for $M_J=\pm\tfrac12$. The energies are $a\,\mathrm{tr}\,e\mp\sqrt3\,d\,e_s$, with the upper sign for $\pm\tfrac32$, and
$$\boxed{\delta_{111}=2\sqrt3\,d\,e_s=\frac{dT}{\sqrt3\,C_{44}}} \tag{8}$$

In terms of compliances, $1/(C_{11}-C_{12})=S_{11}-S_{12}$ and $1/C_{44}=S_{44}$. The two directions isolate $b$ and $d$, while $a$ moves all four levels together.

If $b$ and $d$ are both negative, compression ($T<0$) makes $\delta>0$ and puts $\pm\tfrac12$ on top; tension puts $\pm\tfrac32$ on top. A positive constant reverses the order for its own direction.

## (f) The split-off doublet

**Include the $J=1/2$ doublet at $-\Delta$, with the approximation of part (c). How do the splittings of part (e) change, and when does the linear law fail?**

**Solution.** Measure energies from $a\,\mathrm{tr}\,e$. For [001], the $b$ term of (4) is $-3b(e_{zz}-e_{xx})(L_z^2-\tfrac23)$. For [111], the argument used for $J_n^2$ gives $\sum_{i<j}\{L_i,L_j\}=\tfrac32(L_n^2-\tfrac23)$, so the $d$ term is $-3\sqrt3\,d\,e_s(L_n^2-\tfrac23)$. By (7) and (8), both have the form
$$H_{\rm strain}=-\tfrac32\delta\left(L_n^2-\tfrac23\right),$$
with $\mathbf n$ along the stress. Its value is $-\delta/2$ for $M_L=\pm1$ and $+\delta$ for $M_L=0$. It conserves $M_J$.

The state $M_J=\tfrac32$ is $|1{\uparrow}\rangle$. It has no partner in the doublet, so its energy remains $-\delta/2$. For $M_J=\tfrac12$ the two states are
$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0{\uparrow}\rangle+\sqrt{\tfrac13}\,|1{\downarrow}\rangle,\qquad |\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,|0{\uparrow}\rangle-\sqrt{\tfrac23}\,|1{\downarrow}\rangle.$$
The strain elements are
$$\tfrac23\delta-\tfrac13\tfrac\delta2=\tfrac\delta2,\qquad \tfrac13\delta-\tfrac23\tfrac\delta2=0,\qquad \tfrac{\sqrt2}3\left(\delta+\tfrac\delta2\right)=\tfrac\delta{\sqrt2},$$
the last being the coupling. Thus
$$\begin{pmatrix}\delta/2&\delta/\sqrt2\\ \delta/\sqrt2&-\Delta\end{pmatrix},\qquad E=\frac\delta4-\frac\Delta2\pm\frac12\sqrt{\Delta^2+\Delta\delta+\tfrac94\delta^2}. \tag{9}$$
The states with negative $M_J$ have the same energies.

Set $s=\delta/\Delta$ and expand the root with $\sqrt{1+x}=1+\tfrac x2-\tfrac{x^2}8+\tfrac{x^3}{16}-\dots$ and $x=s+\tfrac94s^2$:
$$\sqrt{1+x}=1+\tfrac12s+\left(\tfrac98-\tfrac18\right)s^2+\left(-\tfrac9{16}+\tfrac1{16}\right)s^3+\dots$$
The upper level of (9) minus $-\delta/2$ is then
$$E(\pm\tfrac12)-E(\pm\tfrac32)=\delta+\frac{\delta^2}{2\Delta}-\frac{\delta^3}{4\Delta^2}+\dots \tag{10}$$
The doublet pushes the $\pm\tfrac12$ pair upward for either sign of stress. This widens the splitting when that pair is already on top and narrows it otherwise. The relative error of the linear law is about $|\delta|/(2\Delta)$, so the law needs $|\delta|\ll\Delta$.

In the opposite regime $|\delta|\gg\Delta$, with other bands still far away, the two signs behave differently. For $\delta>0$ the root tends to $\tfrac32\delta+\tfrac13\Delta$, and the upper level approaches the orbital state $M_L=0$ at energy $\delta-\tfrac13\Delta$. For $\delta<0$ the root tends to $\tfrac32|\delta|-\tfrac13\Delta$, and the upper $\pm\tfrac12$ level tends to $\tfrac12|\delta|-\tfrac23\Delta$. It then lies $\tfrac23\Delta$ below the $\pm\tfrac32$ level, so the splitting saturates instead of growing with stress.

## (g) A numerical example

**Take the round model parameters $a=2$ eV, $b=-2$ eV, $d=-5$ eV, $\Delta=300$ meV, $C_{11}=120$, $C_{12}=50$ and $C_{44}=60$ GPa. Find the levels for a compression of 0.5 GPa along each direction, and judge the linear law.**

**Solution.** With $T=-0.5$ GPa the common shift is
$$a\,\mathrm{tr}\,e=2\ \text{eV}\times\frac{-0.5}{120+100}=-4.55\ \text{meV}.$$

*Along [001]:* $e_{zz}-e_{xx}=-0.5/70=-7.14\times10^{-3}$, and
$$\delta_{001}=2(-2\ \text{eV})(-7.14\times10^{-3})=28.6\ \text{meV}\quad(1.05\ \text{mHa}).$$
The levels are $-4.55\mp14.29$ meV, that is $-18.8$ meV for $\pm\tfrac32$ and $9.7$ meV for $\pm\tfrac12$.

*Along [111]:* $e_s=-0.5/360=-1.389\times10^{-3}$, and
$$\delta_{111}=2\sqrt3(-5\ \text{eV})(-1.389\times10^{-3})=24.1\ \text{meV}\quad(0.884\ \text{mHa}).$$
The levels are $-16.6$ meV for $\pm\tfrac32$ and $7.5$ meV for $\pm\tfrac12$.

Diagonalizing all six states gives these magnitudes of the splitting, in meV:

| Stress axis | Linear law | Compression | Tension |
|---|---|---|---|
| [001] | 28.571 | 29.865 | 27.150 |
| [111] | 24.056 | 24.981 | 23.055 |

For [001], the quadratic term of (10) is $28.57^2/600=1.36$ meV and the cubic term is $-28.57^3/(4\times300^2)=-0.06$ meV. Under compression they give $28.57+1.36-0.06=29.87$ meV. Under tension $\delta$ is negative, and the magnitude is $28.57-1.36-0.06=27.15$ meV. Both agree with the table to within 0.01 meV. At this stress the linear law is off by 3.7% to 5.2% of the six-band splitting, depending on the axis and the sign of the stress. The six-band model itself still neglects strain-dependent spin-orbit terms and coupling to more distant bands.

## Computed results

```
Symmetry count
constants allowed by point group alone: 4
constants allowed with time reversal: 3
Gaussian-well crystal (atomic units)
lattice constant = 6.0 bohr, depth = 3.0 Ha
alpha = 0.3 bohr^-2, spin-orbit lam = 0.02 a.u.
odd plane-wave combinations: 194, strain step = 1e-04
spin-orbit gap = 0.04773 Ha
a = -0.03715 Ha, b = -0.10714 Ha, d = 0.04151 Ha
general strain direction, rows xx xy xz / yx yy yz / zx zy zz:
    0.5   0.7  -0.4
    0.7  -0.8   0.9
   -0.4   0.9   0.6
general strain: computed slopes -0.16452, 0.14223 Ha
general strain: predicted slopes -0.16452, 0.14223 Ha
xy shear: computed slopes -0.04151, 0.04151 Ha
xy shear: predicted slopes -0.04151, 0.04151 Ha
Worked example (round model parameters)
a = 2.0 eV, b = -2.0 eV, d = -5.0 eV
Delta = 300 meV, stress T = -0.5 GPa
C11 = 120, C12 = 50, C44 = 60 GPa
[001] e_xx = 1.6234e-3, e_zz = -5.5195e-3, e_xy = 0.0000e-3
[001] trace = -2.2727e-3, mean shift = -4.545 meV
[001] quartet levels: -18.831 (3/2), 9.740 (1/2) meV
[001] linear splitting = 28.571 meV = 1.0500 mHa
[001] splitting per GPa = 57.14 meV
[001] delta^2/(2 Delta) = 1.361 meV
[001] six-band splitting, compression = 29.865 meV
[001] six-band splitting, tension = 27.150 meV
[111] e_xx = -0.7576e-3, e_zz = -0.7576e-3, e_xy = -1.3889e-3
[111] trace = -2.2727e-3, mean shift = -4.545 meV
[111] quartet levels: -16.574 (3/2), 7.483 (1/2) meV
[111] linear splitting = 24.056 meV = 0.8841 mHa
[111] splitting per GPa = 48.11 meV
[111] delta^2/(2 Delta) = 0.965 meV
[111] six-band splitting, compression = 24.981 meV
[111] six-band splitting, tension = 23.055 meV
```
